\section*{Mask error enhancement factor of a coherent three-beam line-space image}

\section*{Question}

I am stuck on an exercise about mask errors. A binary mask carries equal lines and spaces. It is lit by one plane wave along the optical axis, and the lens collects three diffraction orders, $0$ and $\pm1$. The resist is described by an intensity threshold, set so that the nominal mask prints equal lines and spaces. All mask spaces then come out slightly too wide, at unchanged pitch and dose. I have to find the mask error enhancement factor (MEEF), the change of the printed space width divided by the change of the mask space width.

I have three arguments, and they disagree.
\begin{itemize}
\item The first-order amplitude is proportional to $\sin(\pi w/p)$, with $w$ the space width and $p$ the pitch. At $w=p/2$ it is at its maximum, so to first order the modulation of the image does not react to the error. That suggests a MEEF of $0$.
\item The image should follow the mask, which suggests $1$.
\item The second orders vanish at $w=p/2$, but their derivative does not. If I keep them while differentiating, I get $3/2$.
\end{itemize}
Which value is right, and what is wrong with the other arguments?

\section*{Answer}

None of the three: the MEEF is $1/2$. The first argument overlooks the zero order, the second holds for a lens that collects very many orders, and the third is a correct calculation for a different lens, one that passes five beams.

\subsection*{The image}

All widths are at wafer scale, so an error measured on a reduction mask is first divided by the reduction ratio. Put $x=0$ at the centre of a clear space. The mask is taken as thin: its transmission is $1$ for $|x|<w/2$ and $0$ on the rest of the period. Its Fourier coefficients are
\begin{equation}
a_n=\frac1p\int_{-w/2}^{w/2}e^{-2\pi i n x/p}\,dx
=\frac{\sin(n\pi w/p)}{n\pi},\qquad a_0=\frac wp .
\label{orders}
\end{equation}
For on-axis light of wavelength $\lambda$, order $n$ reaches the wafer at an angle whose sine is $n\lambda/p$. (It leaves a reduction mask at a smaller angle, whose sine is $n\lambda/p$ divided by the reduction ratio.) Three beams therefore pass a lens of wafer-side numerical aperture $\mathrm{NA}$ when
\begin{equation}
\frac{\lambda}{p}\le \mathrm{NA}<\frac{2\lambda}{p}.
\label{window}
\end{equation}
I assume that the lens passes them with equal weight and without aberration, that the wafer is in focus, and that the electric field points along the lines. The fields of the three beams are then parallel and add as scalars. Since $a_{-1}=a_1$, the two first orders combine into a cosine:
\begin{equation}
E(x,w)=a_0+2a_1\cos\frac{2\pi x}{p}
=\frac wp+\frac2\pi\sin\frac{\pi w}{p}\,\cos\frac{2\pi x}{p},
\qquad I=E^2 .
\label{field}
\end{equation}
In this normalization a fully clear mask gives $I=1$.

\subsection*{The threshold}

The nominal mask has $w=p/2$, hence $a_0=1/2$ and $a_1=1/\pi$. Equal printed lines and spaces mean a printed space $s=p/2$, with its right edge at $x=s/2=p/4$. There the cosine is $\cos(\pi/2)=0$, so
\begin{equation}
E=\tfrac12,\qquad I_{\rm th}=\tfrac14 .
\end{equation}

The intensity is the square of the field, so a second edge would appear wherever $E=-1/2$. This does not happen. From the centre of the space to the centre of the line the cosine falls steadily from $1$ to $-1$, and $E$ falls with it. Its lowest value is $1/2-2/\pi$, which is negative but well above $-1/2$. The intensity at the line centre is $(1/2-2/\pi)^2=0.0187$, far below threshold. Each half period has one edge.

\subsection*{The derivative}

The printed width $s(w)$ is defined by the condition that the edge stays at the threshold:
\begin{equation}
I\!\left(\frac{s(w)}2,\,w\right)=I_{\rm th}.
\end{equation}
The right side is constant because the dose is fixed. Differentiating with respect to $w$ gives
\begin{equation}
\frac12\frac{ds}{dw}\,\frac{\partial I}{\partial x}+\frac{\partial I}{\partial w}=0
\quad\Longrightarrow\quad
\frac{ds}{dw}=-2\,\frac{\partial I/\partial w}{\partial I/\partial x}.
\label{implicit}
\end{equation}
The factor $2$ is there because the space has two edges and $x=s/2$ is the position of one of them.

From \eqref{field},
\begin{align}
\frac{\partial E}{\partial w}&=\frac1p+\frac2p\cos\frac{\pi w}{p}\cos\frac{2\pi x}{p},
\label{Ew}\\
\frac{\partial E}{\partial x}&=-\frac4p\sin\frac{\pi w}{p}\sin\frac{2\pi x}{p}.
\label{Ex}
\end{align}
At $w=p/2$, $x=p/4$ both cosines in \eqref{Ew} vanish and both sines in \eqref{Ex} are $1$. With $\partial I=2E\,\partial E$ and $E=1/2$, the prefactor $2E$ is $1$, so
\begin{equation}
\frac{\partial I}{\partial w}=\frac1p,\qquad
\frac{\partial I}{\partial x}=-\frac4p,\qquad
\mathrm{MEEF}=\frac{ds}{dw}=-2\,\frac{1/p}{-4/p}=\frac12 .
\label{result}
\end{equation}
The lines have the same factor. The printed line is $p-s$ and the mask line is $p-w$, so at fixed $p$ both changes reverse sign and their ratio stays.

\subsection*{Why not 0, and why not 3/2}

Your first argument is right about the first orders. Their amplitude is stationary at $w=p/2$, and their cosine is zero at the edge besides. But the zero order is $w/p$, and it grows linearly with $w$. Widening every space by $\delta$ lifts the whole field by $\delta/p$, like a uniform background. The field falls through the edge with slope $4/p$, so the edge moves outward by $(\delta/p)/(4/p)=\delta/4$. Two edges give $\delta/2$.

Now let the lens also pass the second orders. They add $2a_2\cos(4\pi x/p)$ to the field, with $a_2=\sin(2\pi w/p)/(2\pi)$. At $w=p/2$ this is zero, so the nominal image, its threshold and its edge slope are unchanged. The derivative is
\begin{equation}
\frac{da_2}{dw}=\frac1p\cos\frac{2\pi w}{p}=-\frac1p ,
\end{equation}
and $\cos(4\pi x/p)=\cos\pi=-1$ at the edge. The extra term in $\partial E/\partial w$ is $2(-1/p)(-1)=2/p$. The total is $3/p$ in place of $1/p$, and the MEEF is $3/2$. Two lenses can thus form the same nominal image and respond to a mask error with MEEFs that differ by a factor of three. In your exercise the second orders are stopped by the aperture, so their derivative must be dropped too.

The same count works for any highest order $N$, if all orders up to $N$ pass with equal weight. At the edge, order $n$ has the cosine $\cos(n\pi/2)$, and $da_n/dw=\cos(n\pi/2)/p$. The field there is still $1/2$, because for odd $n$ the cosine vanishes and for even $n\ge2$ the amplitude does. The derivatives are
\begin{align}
\frac{\partial E}{\partial w}&=\frac1p\Big[1+2\sum_{n=1}^{N}\cos^2\frac{n\pi}2\Big]
=\frac{1+2\lfloor N/2\rfloor}{p},\\
\frac{\partial E}{\partial x}&=-\sum_{n=1}^{N}2a_n\frac{2\pi n}{p}\sin\frac{n\pi}2
=-\frac4p\sum_{n=1}^{N}\sin^2\frac{n\pi}2
=-\frac{4}{p}\lceil N/2\rceil .
\end{align}
The squares are $1$ or $0$, so the first sum counts the even orders and the second the odd ones. Inserted in \eqref{implicit}, where $2E$ cancels,
\begin{equation}
\mathrm{MEEF}_N=\frac{1+2\lfloor N/2\rfloor}{2\lceil N/2\rceil}
=\frac12,\ \frac32,\ \frac34,\ \frac54,\ \dots
\label{count}
\end{equation}
Even orders carry the error, and odd orders make the edge steep. For $N=2M$ the value is $1+1/(2M)$, and for $N=2M-1$ it is $1-1/(2M)$. Both tend to $1$, which is your second argument: the image follows the mask when the lens resolves it fully.

\subsection*{Numbers}

Take round model values: $\lambda=200$~nm, $\mathrm{NA}=0.8$, $p=300$~nm and a reduction ratio of $4$. At the wafer the sine of the first order is $200/300=0.667$, inside the aperture. The second order would need $1.333$ there, so the lens stops it, although it does leave the mask, at an angle whose sine is $1.333/4=0.333$. The slopes at the edge are
\begin{equation}
\frac{\partial I}{\partial x}=-\frac{4}{300\ \text{nm}}=-0.01333\ \text{nm}^{-1},\qquad
\frac{\partial I}{\partial w}=\frac{1}{300\ \text{nm}}=0.00333\ \text{nm}^{-1}.
\end{equation}
The normalized log-slope, (space width)$\times|\partial I/\partial x|/I$, is $150\times0.01333/0.25=8.0$.

An error of $8$~nm on the mask itself is $\delta=2$~nm at wafer scale, and in this model the printed space grows by $1.0$~nm.

At angles this large, two of the assumptions are only approximate. If the first orders are weighted by a factor $g$ relative to the zero order, the edge slope is multiplied by $g$ and the MEEF becomes $1/(2g)$. A lossless reduction lens that obeys the sine condition has $g=\sqrt{\cos\theta_{\rm mask}/\cos\theta_{\rm wafer}}$, here $[(1-0.167^2)/(1-0.667^2)]^{1/4}=1.15$, which gives $0.43$. If the electric field lies across the lines, the first orders interfere with the zero order only through the component $\cos\theta_{\rm wafer}=0.745$ (image in air), and equal weights give $1/(2\times0.745)=0.67$.

\subsection*{Errors that are not small}

The value $1/2$ is a derivative. For a finite error write $w=p/2+\delta$ and $s=p/2+\sigma$. The edge condition is $E=1/2$ at $x=s/2$, where
\begin{equation}
\sin\frac{\pi w}{p}=\cos\frac{\pi\delta}{p},\qquad
\cos\frac{2\pi x}{p}=\cos\frac{\pi s}{p}=-\sin\frac{\pi\sigma}{p}.
\end{equation}
Equation \eqref{field} becomes
\begin{equation}
\frac12+\frac\delta p-\frac2\pi\cos\frac{\pi\delta}{p}\,\sin\frac{\pi\sigma}{p}=\frac12
\quad\Longrightarrow\quad
\sin\frac{\pi\sigma}{p}=\frac{\pi\delta/p}{2\cos(\pi\delta/p)} .
\label{finite}
\end{equation}
Let $u=\pi\delta/p$ and $v=\pi\sigma/p$. For small $u$, $1/\cos u=1+u^2/2+\dots$, so $\sin v=u/2+u^3/4+\dots$. With $\arcsin y=y+y^3/6+\dots$,
\begin{equation}
v=\frac u2+\frac{u^3}4+\frac16\Big(\frac u2\Big)^3+\dots
=\frac u2+\frac{13}{48}u^3+\dots,
\qquad
\frac\sigma\delta=\frac12+\frac{13}{48}\Big(\frac{\pi\delta}{p}\Big)^2+\dots
\end{equation}
There is no linear correction, because \eqref{finite} is odd in $\delta$ and $\sigma$ together: spaces too narrow by some amount shrink the print by as much as equally wide ones enlarge it. For $\delta=15$~nm, $\delta/p=1/20$ and
\begin{equation}
\sigma=\frac{300\ \text{nm}}{\pi}\arcsin\!\left[\frac{\pi/20}{2\cos(\pi/20)}\right]=7.60\ \text{nm},
\end{equation}
a ratio of $0.507$. For $\delta=30$~nm the same formula gives $15.84$~nm and $0.528$. An error of a fifth of the space width thus raises the ratio by less than $6\%$ of its limiting value $1/2$.

\subsection*{Another threshold}

Keep $w=p/2$ but choose a dose that prints a width $s\ne p/2$. The factor $\cos(\pi w/p)$ in \eqref{Ew} is still zero, so $\partial E/\partial w=1/p$ at every $x$. The slope \eqref{Ex} at $x=s/2$ is $-(4/p)\sin(\pi s/p)$, and
\begin{equation}
\mathrm{MEEF}=\frac{1}{2\sin(\pi s/p)} .
\label{off}
\end{equation}
This holds for thresholds above the line-centre intensity $0.0187$ and below the peak, $(1/2+2/\pi)^2=1.29$. Below the first value the line centre is exposed as well, and above the second nothing prints. The nominal threshold gives the minimum of \eqref{off}, because the edge then sits where the field is steepest. To print $s=120$~nm in the example, the threshold must be $[1/2+(2/\pi)\cos(0.4\pi)]^2=0.485$, and the MEEF is $1/[2\sin(0.4\pi)]=0.526$.

\subsection*{Defocus and mask thickness}

Both can be treated by letting the amplitudes be complex. Suppose that the mask and its illumination are symmetric, so that $a_{-1}=a_1$, and write $C=\cos(2\pi x/p)$. Then
\begin{equation}
I=|a_0+2a_1C|^2=|a_0|^2+4\,\mathrm{Re}(a_0a_1^*)\,C+4|a_1|^2C^2 .
\label{complex}
\end{equation}
Let the dose again print $s=p/2$, so that $C=0$ at the edge. There $\partial I/\partial w=d|a_0|^2/dw$. The $C^2$ term has no slope at $C=0$, and $\partial C/\partial x=-2\pi/p$, so $\partial I/\partial x=-(8\pi/p)\,\mathrm{Re}(a_0a_1^*)$. Equation \eqref{implicit} gives
\begin{equation}
\mathrm{MEEF}=\frac{p}{4\pi}\,\frac{d|a_0|^2/dw}{\mathrm{Re}(a_0a_1^*)} .
\label{general}
\end{equation}
The thin mask in focus has $d|a_0|^2/dw=2a_0/p=1/p$ and $a_0a_1=1/(2\pi)$, which returns $1/2$.

For an image formed in air, at a distance $z$ from focus each plane wave gains the phase $2\pi z/\lambda$ times the cosine of its angle. The first orders therefore lag the zero order by
\begin{equation}
\varphi=\frac{2\pi z}{\lambda}\left[1-\sqrt{1-\frac{\lambda^2}{p^2}}\,\right].
\end{equation}
This replaces $a_1$ by $a_1e^{-i\varphi}$ and leaves $a_0$ alone, apart from a common phase. The numerator of \eqref{general} is unchanged and the denominator is multiplied by $\cos\varphi$:
\begin{equation}
\mathrm{MEEF}=\frac{1}{2\cos\varphi}.
\end{equation}
The threshold stays at $1/4$ and the nominal width does not move, so the loss shows up in the response to errors and not in the nominal print. There is a limit. For the nominal mask
\begin{equation}
I-\frac14=\frac{2C}{\pi}\left[\cos\varphi+\frac{2C}{\pi}\right],
\end{equation}
which has a second zero at $C=-(\pi/2)\cos\varphi$. Moving away from focus, it stays outside the range of a cosine until $\cos\varphi$ falls to $2/\pi=0.637$, which in the example happens at $z=110$~nm. Below that value of $\cos\varphi$ the line centre is exposed. In the example, $z=100$~nm gives $\varphi=0.80$, $\cos\varphi=0.697$ and a MEEF of $0.72$.

A mask of finite thickness changes $a_0(w)$ and $a_1(w)$ themselves, in size and phase. They must then come from a solution of Maxwell's equations in the mask, and \eqref{general} turns them into a MEEF. Nothing in it forces the value $1/2$, which rests on the thin-mask amplitudes \eqref{orders}.

Three further cases lie outside this calculation. Partially coherent light requires a sum of intensities over source points. In the example a point tilted across the lines by a sine of more than $0.8-0.667=0.133$ loses one first order. Its image $a_0^2+a_1^2+2a_0a_1C$ has half the edge slope and the same $\partial I/\partial w=1/p$, so on its own it gives a MEEF of $1$. Resist blur changes the profile to which the threshold is applied. A Gaussian blur of standard deviation $b$ multiplies the edge slope by $\exp(-2\pi^2b^2/p^2)$ and divides the MEEF by that factor, giving $0.61$ for $b=30$~nm. Both effects raise the value, so $1/2$ belongs to the coherent threshold model and is not a typical figure for a real process. An error in a single space breaks the periodicity, so the light is no longer confined to the orders $0$ and $\pm1$.
